\section*{Powers of Spin-Orbit Coupling in Uniaxial and Cubic Magnetic Anisotropy}

\section*{Problem}

A ferromagnetic metal has one atom per cell and a $3d$ band of width $W$. Its spin-orbit constant $\zeta$ is small compared with $W$. The energy per atom depends on the direction $\mathbf n$ of the magnetization.

\begin{enumerate}
\item How does the leading anisotropy depend on $\zeta$ and $W$ in a crystal with a single three-, four- or sixfold axis, and how in a cubic crystal?
\item What sizes follow for $3d$ metals, and how far can the bare powers of $\zeta$ and $W$ be trusted without their numerical prefactors?
\end{enumerate}

\section*{Model and conventions}

The electrons move independently in a fixed mean field. The crystal has inversion symmetry and the magnetization is collinear. For wave vector $\mathbf k$,
\begin{equation}
H_{\mathbf n}(\mathbf k)=H_{\rm orb}(\mathbf k)-\frac{\Delta}{2}\,\boldsymbol\sigma\cdot\mathbf n+\zeta V,
\qquad V=\mathbf L\cdot\mathbf S=\frac12\sum_i L_i\sigma_i .
\label{H}
\end{equation}
Here $\mathbf L$ and $\mathbf S=\boldsymbol\sigma/2$ are in units of $\hbar$, $H_{\rm orb}$ acts on the five $d$ orbitals and not on spin, and $\Delta$ is the exchange splitting. The width $W$ is that of $H_{\rm orb}$. The unit vector $\mathbf n$ is the direction favoured for the majority spin; the spin magnetic moment points the opposite way, which does not matter here because the energy turns out to be even in $\mathbf n$.

The levels are filled with a Fermi function $f$ of width $kT$, which represents an electronic broadening. With
\begin{equation}
g(\varepsilon)=-kT\ln\!\left[1+e^{(\mu-\varepsilon)/kT}\right],\qquad g'(\varepsilon)=f(\varepsilon),
\end{equation}
the grand potential per atom is $\Omega=\langle \mathrm{Tr}\,g(H_{\mathbf n})\rangle_{\mathbf k}$, where the bracket is the average over the Brillouin zone. The free energy at fixed electron number $N$ is $F=\Omega+\mu N$, with $\mu$ fixed by $N=-\partial\Omega/\partial\mu$. Since the mean field is merely rotated with $\mathbf n$, its double-counting energy does not depend on $\mathbf n$, and the anisotropy is a difference of $F$.

\section*{Solution}

\subsection*{The expansion exists}

Let $G_0(z)=(z-H_0)^{-1}$ be the resolvent at $\zeta=0$. Cauchy's formula and the geometric series for $(z-H_0-\zeta V)^{-1}$ give $\Omega=\sum_p\Omega_p$ with
\begin{equation}
\Omega_p=\frac{\zeta^p}{2\pi i}\oint dz\,g(z)\,\big\langle\mathrm{Tr}\,[G_0(VG_0)^p]\big\rangle_{\mathbf k}.
\label{contour}
\end{equation}
The contour surrounds the levels of $H_0$ at a distance $d$. It must avoid the singularities of $g$, where $e^{(\mu-z)/kT}=-1$. The nearest ones are $z=\mu\pm i\pi kT$, so any $d<\pi kT$ is allowed.

On the contour $\|G_0\|\le 1/d$. For $l=2$ the eigenvalues of $\mathbf L\cdot\mathbf S=\frac12[j(j+1)-6-\frac34]$ are $1$ for $j=\frac52$ and $-\frac32$ for $j=\frac32$, so $\|V\|=\frac32$. The series at fixed $\mu$ therefore converges if
\begin{equation}
\tfrac32\,\zeta<\pi kT .
\label{radius}
\end{equation}
This condition is sufficient, not necessary. The guarantee is lost as $kT\to0$, a point taken up below.

\subsection*{Order $p$ is a polynomial of degree at most $p$ in $\mathbf n$}

At $\zeta=0$ the spin along $\mathbf n$ is conserved. With $s=\pm1$ and the projectors $P_s=\frac12(1+s\,\boldsymbol\sigma\cdot\mathbf n)$,
\begin{equation}
G_0=\sum_{s}G_s P_s,\qquad G_s=\left(z-H_{\rm orb}+\tfrac{s\Delta}{2}\right)^{-1}.
\end{equation}
The orbital factors $G_s$ do not contain $\mathbf n$. In (\ref{contour}) the trace is cyclic, so the last $G_0$ can be moved next to the first. Because $P_sP_{s'}=\delta_{ss'}P_s$, their product is $\sum_sG_s^2P_s$, which holds one projector. All dependence on $\mathbf n$ thus sits in spin traces with $p$ projectors,
\begin{equation}
\mathrm{tr}\,[P_{s_1}\sigma_{i_1}P_{s_2}\sigma_{i_2}\cdots P_{s_p}\sigma_{i_p}].
\end{equation}
Each projector is linear in $\mathbf n$, so $\Omega_p$ is a polynomial of degree at most $p$ in $n_x,n_y,n_z$.

The same bound holds at fixed $N$. Write $\mu=\mu_0+\sum_q\zeta^q\mu_q(\mathbf n)$ and solve $N=-\partial\Omega/\partial\mu$ order by order. At order $p$, the unknown $\mu_p$ is multiplied by $\partial N/\partial\mu$ at $\zeta=0$, which is positive and independent of $\mathbf n$. The other terms are products of lower $\mu_q$ and derivatives of $\Omega_q$ whose orders add up to $p$. Their degrees add up to at most $p$, so $\mu_p$, and then $F_p$, has degree at most $p$.

Time reversal changes the signs of $\mathbf L$, $\boldsymbol\sigma$ and $\mathbf k$ and leaves $H_{\rm orb}$ invariant. It therefore maps $H_{\mathbf n}(\mathbf k)$ onto $H_{-\mathbf n}(-\mathbf k)$. After the average over $\mathbf k$,
\begin{equation}
F(\mathbf n)=F(-\mathbf n),
\end{equation}
and odd powers of $\mathbf n$ cancel. For $p=1$ the spin trace is $\mathrm{tr}\,P_s\sigma_i=s n_i$, which is odd. Hence $\Omega_1=0$ at every $\mu$, and the first-order shift of $\mu$ vanishes too.

\subsection*{What the crystal allows}

A symmetry rotation $R$ of the crystal, applied to orbitals and spins together, leaves $H_{\rm orb}$ (with $\mathbf k$ rotated) and $\mathbf L\cdot\mathbf S$ unchanged and turns $\mathbf n$ into $R\mathbf n$. Thus $F(R\mathbf n)=F(\mathbf n)$.

\paragraph{One axis.} At second order $F_2$ is a constant plus a quadratic form in $\mathbf n$. With polar angle $\theta$ from the axis and azimuth $\varphi$, a quadratic form contains $e^{iq\varphi}$ with $|q|\le2$. A rotation by $2\pi/m$ multiplies such a term by $e^{2\pi iq/m}$. For $m=3,4,6$ this factor is 1 only when $q=0$. What remains is $a\sin^2\theta+b\cos^2\theta=b+(a-b)\sin^2\theta$, so
\begin{equation}
F_2=\text{const}+K_u\sin^2\theta,\qquad K_u\propto\zeta^2 .
\label{uni}
\end{equation}

\paragraph{Cubic crystal.} There are now fourfold axes along $x$, $y$ and $z$. Applying (\ref{uni}) to the $z$ axis gives equal coefficients for $n_x^2$ and $n_y^2$ and no mixed terms; the $x$ axis makes the coefficients of $n_y^2$ and $n_z^2$ equal. The form is then proportional to $n_x^2+n_y^2+n_z^2=1$, a constant. The third order has degree at most three and is even, so its degree is at most two, and it is isotropic for the same reason.

At fourth order consider a monomial $n_x^an_y^bn_z^c$ with $a+b+c=4$. The twofold rotations about the three axes require $b+c$, $a+c$ and $a+b$ to be even, so $a,b,c$ have equal parity. Three odd numbers have an odd sum, so all three are even. The fourfold rotations interchange the squares, which leaves the two sums $\sum_in_i^4$ and
\begin{equation}
Q=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2 .
\end{equation}
Squaring $\sum_in_i^2=1$ gives $\sum_in_i^4=1-2Q$. Therefore
\begin{equation}
F_4=\text{const}+K_1Q,\qquad K_1\propto\zeta^4 .
\label{cub}
\end{equation}
The values $Q(001)=0$, $Q(110)=\frac14$ and $Q(111)=3\cdot\frac19=\frac13$ give
\begin{equation}
F(110)-F(001)=\frac{K_1}{4},\qquad K_c\equiv F(111)-F(001)=\frac{K_1}{3}.
\end{equation}
Their ratio, $3/4$, is reproduced by the numerical check, as is the ratio $1/2$ between tilts of $45^\circ$ and $90^\circ$ implied by (\ref{uni}).

\subsection*{The power of the width}

Multiply all energies in $H$, together with $\mu$ and $kT$, by a number $\lambda$. The exponent in $g$ is unchanged and its prefactor gains $\lambda$, so $F$ is multiplied by $\lambda$. Choosing $\lambda=1/W$ shows that
\begin{equation}
F=W\,\Phi\!\left(\frac{\zeta}{W},\mathbf n;\ \frac{\Delta}{W},\frac{kT}{W},N,\text{band shape}\right).
\end{equation}
The term of order $\zeta^p$ is $W(\zeta/W)^p$ times a pure number. With (\ref{uni}) and (\ref{cub}),
\begin{equation}
\boxed{\;K_u=c_2\,\frac{\zeta^2}{W},\qquad K_c=c_4\,\frac{\zeta^4}{W^3}\;}
\label{result}
\end{equation}
at leading order. The powers of $W$ refer to a common change of all electronic energies except $\zeta$. If $W$ changes while $\Delta$ or $kT$ stays fixed, $c_2$ and $c_4$ change as well.

\subsection*{What the prefactors contain}

The second-order energy can be written out. Let $|m\rangle$ be the states of $H_0$ at one $\mathbf k$, with energies $\varepsilon_m$ and occupations $f_m$. Since $f(H)$ commutes with $H$, the first-order change $\delta f$ obeys $[\delta f,H_0]+\zeta[f(H_0),V]=0$. Its matrix element is
\begin{equation}
\delta f_{mn}(\varepsilon_n-\varepsilon_m)+\zeta(f_m-f_n)V_{mn}=0
\;\Rightarrow\;
\delta f_{mn}=\zeta V_{mn}\frac{f_m-f_n}{\varepsilon_m-\varepsilon_n}.
\end{equation}
For equal energies the quotient is replaced by its limit $f'(\varepsilon_m)$. From $d\Omega/d\zeta=\langle\mathrm{Tr}f(H)V\rangle_{\mathbf k}$ at fixed $\mu$, integration over $\zeta$ gives
\begin{equation}
F_2=\frac{\zeta^2}{2}\Big\langle\sum_{mn}|V_{mn}|^2\,\frac{f_m-f_n}{\varepsilon_m-\varepsilon_n}\Big\rangle_{\mathbf k}.
\label{second}
\end{equation}
Fixing $N$ adds nothing at this order: $\Omega+\mu N$ is stationary in $\mu$, and $\mu$ shifts by order $\zeta^2$, which alters $F$ at order $\zeta^4$.

Each term of (\ref{second}) is zero or negative, because $f$ falls with energy. The anisotropy is the difference of two such sums for two directions of $\mathbf n$, and it can be much smaller than either. In a cubic crystal the difference vanishes. If the crystal is stretched so that $c/a=1+e$, the hopping changes smoothly with $e$, and $K_u$ is a smooth function that is zero at $e=0$. Hence, barring an accidental zero of the slope,
\begin{equation}
c_2\propto e\qquad(e\to0).
\end{equation}
The bare scale $\zeta^2/W$ thus overestimates the anisotropy of a nearly cubic crystal.

The fourth order has a different weakness. Take two levels separated by $\delta$, with one electron, coupled by a matrix element $v\zeta$. Measured from their mean, the lower energy is
\begin{equation}
-\sqrt{\frac{\delta^2}{4}+v^2\zeta^2}
=-\frac{\delta}{2}-\frac{v^2\zeta^2}{\delta}+\frac{v^4\zeta^4}{\delta^3}-\cdots .
\label{two}
\end{equation}
The fourth-order term contains the cube of the inverse gap. Pairs of levels on either side of the Fermi energy with $\delta\ll W$ can therefore make $c_4$ much larger than one. At $\delta=0$ the energy is $-|v|\zeta$ and the expansion in powers fails for that pair. Whether such pairs spoil the powers in a metal with sharp occupations depends on how much of the Brillouin zone they fill. Condition (\ref{radius}) covers the broadened case only when $kT>3\zeta/(2\pi)$.

\subsection*{Numbers for a $3d$ band}

The spin-orbit term of an electron with potential energy $U(r)$, from the Dirac equation at leading relativistic order, is $(\alpha^2/2)\,r^{-1}(dU/dr)\,\mathbf L\cdot\mathbf S$ in hartree atomic units, where $\alpha$ is the fine-structure constant. All $3d$ orbitals of a spherical atom share one radial function, so
\begin{equation}
\zeta=\frac{\alpha^2}{2}\left\langle\frac1r\frac{dU}{dr}\right\rangle_{3d}.
\end{equation}
For free atoms with configurations $3d^64s^2$, $3d^74s^2$ and $3d^84s^2$, a calculation gives $62$~meV for Fe, $78$~meV for Co and $97$~meV for Ni. It is nonrelativistic and spherical, with local exchange and no correlation. The result depends on the configuration: with one $4s$ electron moved into the $3d$ shell, the same approximation gives 55, 70 and 88~meV, about ten per cent less, which lowers $\zeta^4$ by 30 to 40 per cent. The solid would change the $3d$ radial function as well. These values support the round choice $\zeta=70$~meV. With the round width $W=5$~eV, the bare scales are
\begin{align}
\frac{\zeta^2}{W}&=\frac{(0.070)^2}{5}\ \text{eV}=9.8\times10^{-4}\ \text{eV}=0.98\ \text{meV},\\
\frac{\zeta^4}{W^3}&=\frac{(0.070)^4}{5^3}\ \text{eV}
=\frac{2.40\times10^{-5}}{125}\ \text{eV}=0.19\ \mu\text{eV}.
\end{align}
The ratio of the two is $(W/\zeta)^2\approx5100$.

To find typical prefactors, (\ref{H}) was diagonalized for a model $d$ band with $\Delta=2$~eV and $kT=0.1$~eV. Hopping along a bond is diagonal in the angular momentum about that bond; its $\sigma$, $\pi$ and $\delta$ strengths are in the ratio $-6:4:-1$ and fall as the inverse fifth power of the distance. Hopping is kept to the first three neighbour shells of the body-centred cubic lattice (the same bonds when it is stretched) and to the first two shells of the square layer. Three structures are compared, each scaled to $W=5$~eV: a body-centred cubic lattice, the same lattice stretched to $c/a=1.1$, and a single square layer. The equal widths remove the trivial dependence on $W$, although the band shapes still differ; a real layer would usually have a narrower band than the bulk. Condition (\ref{radius}) is met, since $\frac32\zeta=0.105$~eV and $\pi kT=0.314$~eV.

The table gives $F(100)-F(001)$ for the two uniaxial structures and $K_c=F(111)-F(001)$ for the cubic one, per atom. A positive value means that $\mathbf n$ along $(001)$ is lower in energy than the direction compared with it.

\begin{center}
\begin{tabular}{cccc}
$d$ electrons & $c/a=1.1$ & square layer & cubic\\
 & (meV) & (meV) & ($\mu$eV)\\
\hline
6.0 & $-0.002$ & $0.09$ & $-6.1$\\
6.5 & $-0.04$ & $0.27$ & $0.44$\\
7.0 & $0.12$ & $-0.20$ & $0.82$\\
7.5 & $0.12$ & $-0.68$ & $0.26$\\
8.0 & $-0.28$ & $-0.05$ & $-0.49$\\
8.5 & $-0.13$ & $0.40$ & $-0.74$\\
9.0 & $0.17$ & $0.09$ & $0.25$\\
\hline
rms & $0.15$ & $0.33$ & $2.4$
\end{tabular}
\end{center}

On a finer $\mathbf k$ mesh the uniaxial entries keep the digits shown, while the cubic entries move by up to $0.01~\mu$eV (the entry at 7.5 becomes $0.25$). The signs change with filling, so the root-mean-square (rms) value is used as the typical size. Divided by the bare scales, it gives
\begin{align}
c_2&\approx\frac{0.149}{0.980}=0.15\quad(c/a=1.1),\\
c_2&\approx\frac{0.328}{0.980}=0.33\quad(\text{layer}),\\
c_4&\approx\frac{2.36}{0.192}=12\quad(\text{cubic}).
\end{align}

The cubic mean is dominated by one entry. Without the filling of 6.0, the other six values have an rms of
\begin{equation}
\sqrt{\frac{7(2.356)^2-(6.088)^2}{6}}\ \mu\text{eV}\approx0.5\ \mu\text{eV},
\end{equation}
which corresponds to $c_4\approx3$. The large entry is sensitive to broadening. With $kT=0.2$~eV the rms over all seven fillings is $0.74~\mu$eV, so no single value can exceed $\sqrt7\times0.74\approx2.0~\mu$eV in magnitude, and the entry has shrunk at least threefold. Small gaps near the Fermi energy, as in (\ref{two}), would act in this way, but the gaps at this filling were not examined, and this explanation is a conjecture.

The numerical check finds powers of $\zeta$ equal to $2.00$ and $3.99$ between 5 and 10~meV, and powers of the common electronic scale equal to $-1.00$ and $-2.99$. The second pair is not an independent test: doubling every energy except $\zeta=10$~meV gives twice the result at $\zeta=5$~meV, so each of these powers is one minus the corresponding power of $\zeta$. It also confirms (\ref{second}) against full diagonalization and the linear growth of $K_u$ with small stretch. Between 35 and 70~meV the cubic power is $3.86$, so this doubling of $\zeta$ multiplies the cubic rms by $2^{3.86}\approx14.5$ instead of 16, about nine per cent less than the pure $\zeta^4$ law gives. The value $c_4\approx12$ is thus an effective one; the rms of the leading-order coefficient, taken as $\zeta\to0$, is about 14.5. The values of $c_2$ are effective in the same sense: their limits are $0.15$ for the stretched lattice and $0.36$ for the layer. Small entries can be governed by higher orders: for the stretched lattice at the filling 6.0 the $\zeta^2$ term alone gives $+0.03$~meV, against $-0.002$~meV in the table.

\subsection*{Answer to the second question}

In this model the uniaxial anisotropy has an rms of $0.15$~meV per atom for the stretched lattice and $0.33$~meV for the layer; the largest value in the table, $0.68$~meV, belongs to the layer. At the tabulated fillings the magnitude of the cubic anisotropy lies between about $0.2$ and $6~\mu$eV. In these examples the bare powers therefore give the typical sizes only to about an order of magnitude. At $kT=0.1$~eV the uniaxial rms values lie a factor of 3 to 7 below $\zeta^2/W$, and the cubic rms lies a factor of 12 above the bare scale of $0.19~\mu$eV over all seven fillings, or a factor of 3 over the fillings from 6.5 to 9.0. Single fillings depart further. These factors belong to the chosen $kT$ and $\Delta$. The broadening $kT=0.1$~eV corresponds to about 1160~K. At $kT=0.025$~eV, where (\ref{radius}) is no longer met, the rms values rise to $0.26$~meV (stretched lattice), $0.51$~meV (layer) and $3.5~\mu$eV (cubic, 18 times the bare scale, or 10 times over the fillings from 6.5 to 9.0), and several entries change sign. With $\Delta=0.6$~eV at $kT=0.1$~eV the cubic rms falls to $0.2~\mu$eV, close to the bare scale.

Because the signs and prefactors depend on filling and band structure, (\ref{result}) cannot predict the easy axis of a particular metal. The model also omits $s$ and $p$ electrons, the response of the mean field to spin-orbit coupling, and orbital polarization. The magnetic dipole interaction, which gives a shape-dependent anisotropy of its own, must be added separately.

\section*{Numbers as computed}
\begin{verbatim}
Fe atom: 3d zeta = 61.5 meV, virial ratio = 2.0004
Co atom: 3d zeta = 77.8 meV, virial ratio = 2.0004
Ni atom: 3d zeta = 96.8 meV, virial ratio = 2.0004
hydrogen-like 3d zeta, numeric/closed form = 1.00002
model: zeta = 70 meV, width W = 5.0 eV
model: exchange splitting = 2.0 eV, kT = 0.10 eV
bare scale zeta^2/W = 0.980 meV
bare scale zeta^4/W^3 = 0.192 microeV
weak-coupling tests, zeta = 5 and 10 meV:
power of zeta: uniaxial 2.000, cubic 3.986
power of W: uniaxial -1.000, cubic -2.986
uniaxial: F(45 deg)/F(90 deg), from the axis = 0.5000
cubic: [F(110)-F(001)]/[F(111)-F(001)] = 0.7500
second-order sum against diagonalization, rel. error = 6.2e-05
cubic second order, relative anisotropy = 2.1e-16
doubling the stretch 0.005 -> 0.010 multiplies F by 1.994
anisotropy per atom at full zeta:
d electrons | c/a=1.1 (meV) | square layer (meV) | cubic (microeV)
        6.0 |       -0.0018 |             0.0902 |          -6.088
        6.5 |       -0.0374 |             0.2683 |           0.441
        7.0 |        0.1221 |            -0.1987 |           0.820
        7.5 |        0.1249 |            -0.6809 |           0.255
        8.0 |       -0.2814 |            -0.0503 |          -0.492
        8.5 |       -0.1312 |             0.3974 |          -0.743
        9.0 |        0.1673 |             0.0854 |           0.248
rms, c/a = 1.1: 0.149 meV, c2 = 0.152
rms, square layer: 0.328 meV, c2 = 0.334
rms, cubic: 2.356 microeV, c4 = 12.26
cubic power of zeta between 35 and 70 meV = 3.86
cubic rms with kT = 0.2 eV: 0.740 microeV
cubic change, 16^3 to 20^3 k mesh, relative rms = 0.003
\end{verbatim}
